# Approximately Gumbel Switching Fields of a Ferroelectric Region Under a Linear Ramp, part 1

(Sections cited here and not found follow in the second part.)

## The hazard, the most probable field and the Gumbel law

Q: Take one small region of a ferroelectric hafnia film, reset it to the same state and apply the same field ramp again. Why should the switching field have a distribution? The region and the ramp have not changed.

A: The thermal motion has changed. If the region must cross an energy barrier to switch, a given field fixes the probability of crossing per unit time, not the moment of crossing. Each repeated ramp gives one random switching field.

I take a region fully poled against the applied field. The field \(E\) is positive when it favours the new state, and it rises as \(E=Rt\), with constant ramp rate \(R>0\). If the region has not yet switched, its probability of switching in a short time \(dt\) is \(r(E)\,dt\), where

\[
r(E)=\nu e^{-b(E)},\qquad b(E)=\frac{U(E)}{k_BT}.
\]

Here \(r\) is the hazard, \(\nu\) the attempt rate, \(U\) the barrier energy, \(k_B\) Boltzmann's constant and \(T\) the temperature. I hold \(\nu\) and \(T\) constant.

Q: That formula already hides several assumptions. Which ones?

A: There are three. The barrier follows the instantaneous field, so the region relaxes inside its initial well much faster than the ramp changes the barrier. The first crossing switches the whole region, and the time of domain growth is neglected. The region does not switch back during the same ramp. I also assume that \(b\) is smooth and falls as \(E\) rises, so \(b'<0\), where a prime means differentiation with respect to \(E\).

Q: A hazard is a probability per unit time. I measure a field. How do you get from one to the other?

A: Let \(S(E)\) be the probability that the region is still unswitched at field \(E\). To survive a further time \(dt\) it must first have survived until then, and then not switch:

\[
S(E+dE)=S(E)\,[1-r(E)\,dt],\qquad dt=\frac{dE}{R}.
\]

Subtracting \(S(E)\), dividing by \(dE\) and letting \(dE\to0\) gives

\[
\frac{dS}{dE}=-h(E)S(E),\qquad h(E)=\frac{r(E)}{R}.
\]

The quantity \(h\) is a hazard per unit field. Dividing by \(S\) and integrating from zero field, where \(S=1\), gives

\[
S(E)=e^{-H(E)},\qquad H(E)=\int_0^E h(E')\,dE'.
\]

The probability density of the switching field is the rate at which survivors are lost:

\[
p(E)=-\frac{dS}{dE}=h(E)e^{-H(E)}.
\]

The first factor rises with field because the barrier falls. The second falls because few unswitched cases remain. Their competition produces the peak.

Q: Then find the peak before approximating anything.

A: From the definition of \(h\), its logarithmic derivative is \(h'/h=-b'\), since \(\nu\) and \(R\) are constant. Also \(H'=h\). Therefore

\[
\frac{d\ln p}{dE}=\frac{h'}{h}-H'=-b'(E)-h(E).
\]

At the most probable field \(E_*\) this vanishes:

\[
h(E_*)=-b'(E_*)\equiv\frac1w.
\]

The last equality defines a positive field width \(w\). In terms of the barrier energy, \(w=k_BT/[-U'(E_*)]\): it is the field increase that would lower the barrier by \(k_BT\) at the slope found at \(E_*\). The mode condition says that the hazard per unit field equals the logarithmic growth rate of that hazard. In time units, \(r(E_*)=R/w\).

Q: A vanishing derivative could mark a minimum, or there could be several peaks.

A: Consider the ratio \(q=-b'/h\). The derivative of \(\ln p\) is \(h(q-1)\), so its sign is the sign of \(q-1\). Differentiating the ratio and using \(h'=-b'h\),

\[
q'=-\frac{b''}{h}+\frac{b'h'}{h^2}
=-\frac{b''+(b')^2}{h}.
\]

If \(b''>-(b')^2\) over the ramp, \(q\) falls steadily. It can then cross unity at most once, from above to below. Such a crossing is a single maximum of \(p\). The crossing must also lie within the ramp: a barrier that is already too low at the start, or still too high at the end, leaves no interior mode.

Q: Now the approximation. Why not expand the rate itself about \(E_*\)?

A: A linear expansion of the rate would be proportional to \(1+x\), where

\[
x=\frac{E-E_*}{w},
\]

and would become negative below \(x=-1\), well inside the distribution. The logarithm varies more gently. Since \(wh(E_*)=1\), dividing \(h(E)\) by \(h(E_*)\) gives

\[
\ln[wh(E)]=-[b(E)-b(E_*)].
\]

I expand the barrier with \(E-E_*=wx\):

\[
b(E)-b(E_*)=b'(E_*)wx+\frac12b''(E_*)w^2x^2+\cdots .
\]

The first coefficient is \(b'(E_*)w=-1\). With the dimensionless curvature

\[
\kappa=w^2b''(E_*)=\frac{b''(E_*)}{[b'(E_*)]^2},
\]

the result is

\[
\ln[wh(E)]=x-\frac{\kappa x^2}{2}+\cdots .
\]

At leading order I keep only \(x\), so \(wh=e^x\).

Q: The integral for \(H\) starts at zero field, where \(x\) is far from zero. Surely the expansion is poor there?

A: It is poor there as a value of the hazard, but that part contributes little if \(E_*/w\) is large. Changing variables by \(dE=w\,dx\),

\[
H\simeq\int_{-E_*/w}^{x}e^y\,dy
=e^x-e^{-E_*/w}\simeq e^x.
\]

The true hazard near zero field must also be negligible; a low barrier at zero field would violate that condition. The survival probability is then

\[
S(E)\simeq\exp\left[-\exp\left(\frac{E-E_*}{w}\right)\right].
\]

This is the Gumbel law for minima. Its density in \(x\) is \(e^{x-e^x}\), with its peak at \(x=0\), as required. At the peak the unswitched fraction is \(e^{-1}\), or 36.8%, and the switched fraction is 63.2%.

Q: Why the law for minima? We are not choosing the smallest of a set of fields.

A: The name identifies the direction of the long tail. Far below the mode, \(1-S\simeq e^x\), an ordinary exponential. Far above it, \(S\) falls as the exponential of an exponential, because survivors meet a rapidly growing hazard. No search over a large sample was used to derive the law.

There is still a connection with minima. If \(N\) identical, independent nucleation sites can each switch the region, their hazards add and \(\nu\) is replaced by \(N\nu\). The observed field is the earliest of the \(N\) possible events.

Q: What mean and standard deviation follow?

A: Put \(z=x\) for the leading law and define \(Y=e^z\). Then the probability that \(Y>y\) is \(e^{-y}\), so \(Y\) is exponentially distributed with mean one. For small \(s\),

\[
\langle e^{sz}\rangle=\langle Y^s\rangle
=\int_0^\infty y^s e^{-y}\,dy=\Gamma(1+s).
\]

The product form of the gamma function,

\[
\frac1{\Gamma(1+s)}=e^{\gamma s}\prod_{n=1}^{\infty}
\left(1+\frac sn\right)e^{-s/n},
\]

contains Euler's constant \(\gamma=0.5772\ldots\). Taking minus the logarithm and expanding \(\ln(1+s/n)\) gives

\[
\begin{aligned}
\ln\Gamma(1+s)
&=-\gamma s+\sum_{n=1}^{\infty}
\left[\frac sn-\ln\left(1+\frac sn\right)\right]\\
&=-\gamma s+\frac{\zeta(2)}2s^2-\frac{\zeta(3)}3s^3+\cdots ,
\end{aligned}
\]

where \(\zeta(k)=\sum_{n\ge1}n^{-k}\). The coefficient of \(s^k/k!\) is the \(k\)th cumulant. The first three are the mean, the variance and the third central moment:

\[
\langle z\rangle=-\gamma,\qquad
\operatorname{Var}z=\frac{\pi^2}{6},\qquad
\langle(z-\langle z\rangle)^3\rangle=-2\zeta(3).
\]

Here \(\zeta(2)=\pi^2/6\). Returning to field, the Gumbel mean is \(E_*-\gamma w\) and its standard deviation is \(\pi w/\sqrt6\). The skewness is the third central moment divided by the cube of the standard deviation, \(-12\sqrt6\,\zeta(3)/\pi^3=-1.14\). The minus sign records the long tail towards low field.

Q: If I ramp faster, does the whole distribution simply move by \(w\) for each factor of \(e\) in the rate?

A: Not quite, because the slope of the barrier changes as the mode moves. The mode condition can be written

\[
R=\frac{\nu e^{-b(E_*)}}{-b'(E_*)}.
\]

Take its logarithm and differentiate at fixed \(\nu\), temperature and barrier function:

\[
d\ln R=\left[-b'(E_*)-\frac{b''(E_*)}{b'(E_*)}\right]dE_*.
\]

The first term in the bracket is \(1/w\). In the second, \(-1/b'=w\), so it is \(wb''=\kappa/w\). Hence

\[
\frac{dE_*}{d\ln R}=\frac{w}{1+\kappa}.
\]

This relation uses no Gumbel approximation, since the mode condition was derived from the full density. A faster ramp gives less waiting time at each field, so the peak moves upwards.

Q: You have avoided choosing a barrier. Suppose I want to use Merz's law for a hafnia film. Does that fit this scheme?

A: Yes, if it is accepted as a phenomenological hazard law. It sets \(b=E_a/E\), where \(E_a\) is an activation field at the chosen temperature. Then

\[
b'=-\frac{E_a}{E^2},\qquad b''=\frac{2E_a}{E^3}>0.
\]

The condition for a single peak is satisfied. Moreover,

\[
q=\frac{RE_a}{\nu E^2}e^{E_a/E}
\]

tends to infinity as \(E\to0\) and to zero as \(E\to\infty\), so a long enough ramp has a mode.

Let \(u=E_a/E_*\), the barrier at the mode in units of \(k_BT\). Since \(-b'(E_*)=u^2/E_a\), the mode condition becomes

\[
\frac{\nu}{R}e^{-u}=\frac{u^2}{E_a}.
\]

Multiplying by \(E_a e^u\) and taking logarithms gives

\[
u+2\ln u=\ln\frac{\nu E_a}{R}.
\]

Now halve both sides, exponentiate, and divide by two:

\[
\frac u2e^{u/2}=\frac12\sqrt{\frac{\nu E_a}{R}}.
\]

The Lambert function \(W\) is defined by \(W(a)e^{W(a)}=a\), and its positive branch gives

\[
u=2W\left(\frac12\sqrt{\frac{\nu E_a}{R}}\right).
\]

Then \(E_*=E_a/u\). The other two quantities follow by substitution:

\[
w=\frac{E_*^2}{E_a}=\frac{E_*}{u},\qquad
\kappa=\left(\frac{E_*^2}{E_a}\right)^2\frac{2E_a}{E_*^3}
=\frac{2E_*}{E_a}=\frac2u.
\]

Q: Put in numbers for a memory capacitor.

A: I use a 10 nm film at 300 K and a triangular field of amplitude 3 MV/cm at 1 kHz. In one period the field travels from \(-3\) to \(+3\) MV/cm and back, a distance of four amplitudes. Thus

\[
R=4(3)(10^3)=1.2\times10^4\ \mathrm{MV/(cm\,s)}.
\]

The round model inputs are \(E_a=20\) MV/cm and \(\nu=10^{13}\) s\(^{-1}\). They give \(\ln(\nu E_a/R)=23.537\), hence \(u=17.78\). The barrier at the mode is 0.460 eV. The remaining arithmetic is

\[
\begin{aligned}
E_*&=20/17.78=1.125\ \mathrm{MV/cm},\\
w&=1.125/17.78=0.0633\ \mathrm{MV/cm},\\
\kappa&=2/17.78=0.1125.
\end{aligned}
\]

Across 10 nm the most probable switching voltage is 1.12 V. The hazard there is \(R/w=1.90\times10^5\) s\(^{-1}\). The Gumbel mean is \(1.1248-0.5772(0.06326)=1.088\) MV/cm, and the Gumbel standard deviation is \(1.2825(0.06326)=0.0811\) MV/cm.

The neglected lower limit is also small: \(E_*/w=u\), and \(e^{-17.78}\) is about \(2\times10^{-8}\).

## Curvature, accuracy and real capacitors

The field rises at rate \(R\), the hazard is \(r=\nu e^{-b(E)}\), and \(b\) is the barrier divided by \(k_BT\). The mode \(E_*\) obeys \(r(E_*)/R=-b'(E_*)=1/w\). With \(x=(E-E_*)/w\) and \(\kappa=w^2b''(E_*)\), the unswitched fraction is \(S=e^{-H}\), where \(H\simeq e^x\) at leading order. For Merz's law, \(b=E_a/E\), the barrier at the mode is \(u=E_a/E_*\), and \(\kappa=2/u\).

Q: A barrier of almost 18 \(k_BT\) is high, and \(\kappa\) is about 0.11. May I take the Gumbel width to be right to about 11%?

A: No. The small parameter is multiplied by a large coefficient. To find it, keep the quadratic term:

\[
wh=e^{x-\kappa x^2/2+\cdots}
=e^x\left(1-\frac{\kappa x^2}{2}\right)+O(\kappa^2).
\]

The error is of second order if the higher scaled derivatives are also at most of order \(\kappa^2\). For Merz's law, \(b'''=-6E_a/E^4\), so \(w^3b'''(E_*)=-6/u^2=-3\kappa^2/2\), which meets that condition.

Extend the lower limit to \(-\infty\), as before. Two integrations by parts give

\[
\int_{-\infty}^{x}y^2e^y\,dy
=x^2e^x-2xe^x+2e^x
=(x^2-2x+2)e^x.
\]

Consequently,

\[
H=e^x\left[1-\frac\kappa2(x^2-2x+2)\right]+O(\kappa^2),
\]

and taking the logarithm gives

\[
\ln H=x-\frac\kappa2(x^2-2x+2)+O(\kappa^2).
\]

This expansion is for fixed \(x\). It should not be used arbitrarily far into a tail, where \(\kappa x^2\) is no longer small.

Q: Does the correction favour earlier or later switching?

A: The polynomial is \((x-1)^2+1\), which is positive. For positive \(\kappa\), the corrected \(H\) is therefore smaller than \(e^x\) at every fixed \(x\), to this order. The Gumbel law predicts too much switching by a given field. Physically, its straight-line barrier lies below the curved barrier on both sides of the mode.

Write \(F=1-S\) for the switched fraction. A small reduction \(\delta H\) lowers \(F\) by \(e^{-H}\delta H\), because \(F=1-e^{-H}\). Thus

\[
F_{\rm Gumbel}-F
=\frac\kappa2(x^2-2x+2)e^{x-e^x}+O(\kappa^2).
\]

The numerical maximum of the factor multiplying \(\kappa\) is 0.653. For the capacitor this predicts a largest difference of \(0.653(0.1125)=0.073\) in probability. Direct integration of the Merz hazard gives 0.064.

Q: How good is the corrected probability for the same example?

A: Using the expression for \(\ln H\) in \(F=1-e^{-H}\) gives the last column below. The direct column comes from integrating the hazard without expanding it.

| \(x\) | \(E\) (MV/cm) | Direct | Gumbel | Corrected |
|---:|---:|---:|---:|---:|
| −3 | 0.935 | 0.017 | 0.049 | 0.019 |
| −2 | 0.998 | 0.073 | 0.127 | 0.074 |
| −1 | 1.062 | 0.244 | 0.308 | 0.242 |
| 0 | 1.125 | 0.595 | 0.632 | 0.591 |
| 1 | 1.188 | 0.925 | 0.934 | 0.923 |

The largest error in switched fraction falls from 0.064 to 0.004. A small absolute error can still be a large relative error in a tail: at \(x=-3\), the Gumbel probability is almost three times the direct one. For estimates of rare early switching, the uncorrected law is unsafe at these parameters.

For one region under a steady field ramp, we have derived the Gumbel law for the switching field and a first-order curvature correction, which cuts the largest error in switched fraction from 0.064 to 0.004 in the Merz example. It remains to correct the mean and spread, test the results, and compare them with other barriers and real capacitors.

Numbers in the example were calculated in double precision.
